# Growth of the Copper Bump Above a Filled Trench with Leveller, part 2

After superfilling, accelerator left above a trench makes copper grow faster there than on the surrounding field, while leveller deactivates it. How high does the bump become, and does dilution of accelerator at its edges reach the middle?

Time $t$ starts at the moment of filling. The height $h$ above the trench is measured from the field, with initial value $h_0$ and final value $h_\infty$. Accelerator coverage $\theta$ is the occupied fraction of the surface. At fixed overpotential the growth velocity is $v=v_s+g\theta$, with $v_s=0.735$ nm/s and $g=4.778$ nm/s (from 2 and 15 mA/cm² on suppressed and accelerated copper). Initial coverages are $\theta_b=0.6$ above the trench and $\theta_f=0.1$ on the field; initial velocities are $v_{b0}=3.602$ and $v_{f0}=1.213$ nm/s, so the initial excess is $u_0=2.389$ nm/s.

With steady leveller, $d\theta/dt=-k\theta$ and $k=0.05$ per second. A flat top then gains $(u_0/k)(1-e^{-kt})$, which tends to $u_0/k=47.8$ nm. For unequal constants $k_b$ (trench) and $k_f$ (field),

$$
h_\infty-h_0=g\int_0^\infty\left(\theta_b e^{-k_bt}-\theta_f e^{-k_ft}\right)dt
=g\left(\frac{\theta_b}{k_b}-\frac{\theta_f}{k_f}\right).
$$

For $v=v_s+g\theta^m$, where $m$ is an exponent, the gain is $u_0/(mk)$, with $u_0$ the initial excess of that law. If loss follows deposited thickness, $d\theta/dt=-qv\theta$, matching the initial loss rates above the trench ($q=k/v_{b0}$) gives 78.4 nm. Re-adsorption at 0.002 per second gives 45.9 nm.

For a long trench, the surface is $y=H(x,t)$, with $H$ the absolute height and $x$ running across the trench. Subscripts $x$ and $t$ denote partial derivatives, and

$$
p=\frac{\partial H}{\partial x},\qquad s=\sqrt{1+p^2}.
$$

Material points move along the normal, with horizontal velocity $-vp/s$. Here $m=\theta s$ is accelerator per projected length. Without surface diffusion, the two surface equations are

$$
p_t=(vs)_x .
$$

$$
m_t=\left(\frac{mvp}{s}\right)_x-km .
$$

### Dilution travels at a finite speed

Take a flat surface with coverage $\theta(t)$ and disturb it slightly: let $p$ be small and $m=\theta+\mu$ with $\mu$ small. To first order $s=1$, and the velocity changes by $g\mu$. The two surface equations become

$$
p_t=g\mu_x,\qquad \mu_t=\theta v\,p_x-k\mu .
$$

Differentiate the first with respect to time and insert the second. Since $\theta$ and $v$ of the flat state do not depend on $x$,

$$
p_{tt}=g\mu_{xt}=g\theta v\,p_{xx}-kg\mu_x .
$$

The last term equals $-kp_t$, by the first equation. Hence

$$
p_{tt}+kp_t=c^2p_{xx},\qquad c=\sqrt{v g\theta}.
$$

This is a damped wave equation. Its highest derivatives set the speed of a signal front, so the front moves at $c$; the damping term reduces the amplitude but not this speed. The speed falls with time because $\theta$ falls. If $\theta=0$ there is no accelerator to dilute, and $c=0$.

On a tilted surface the same argument applies along the local tangent. Signals move at $\pm c$ along the surface relative to the material points. The tangent has the horizontal component $1/s$, and the material points themselves move horizontally at $-vp/s$. The horizontal signal speeds are therefore

$$
\lambda_\pm=\frac{-vp\pm c}{s}.
$$

These speeds were tested against the eigenvalues of numerically differentiated fluxes for a level surface and for two tilted ones, with agreement in each case.

The step in coverage at the trench edge is not a small disturbance, so one must ask whether its front could outrun $c$. Consider the right-hand edge. The signal moving into the trench region travels to the left with speed $(c+vp)/s$. Behind its front the coverage is lower, which makes $c$ smaller, and the surface slopes down towards the slower field, so $p<0$ and $vp$ is negative. Both changes, and also $s>1$, make the inward speed smaller behind the front than at it. The later parts of the signal do not catch up with the front, and the front moves at the speed $c$ of the undisturbed flat top.

### How far the edges reach

Above the trench the undisturbed coverage is $\theta_be^{-kt}$. Let $U=g\theta_b$ and $a=v_s/U$. The total distance travelled by the front is

$$
R=\int_0^\infty\sqrt{\left(v_s+Ue^{-kt}\right)Ue^{-kt}}\;dt .
$$

Put $z=e^{-kt}$, so that $dt=-dz/(kz)$. Time from zero to infinity corresponds to $z$ from one to zero, and reversing the limits gives

$$
R=\frac1k\int_0^1\frac{\sqrt{(v_s+Uz)Uz}}{z}\,dz
=\frac Uk\int_0^1\sqrt{1+\frac az}\,dz .
$$

Now put $z=a\sinh^2\eta$. Then $1+a/z=1+1/\sinh^2\eta=\coth^2\eta$, and $dz=2a\sinh\eta\cosh\eta\,d\eta$. The integral becomes

$$
2a\int_0^{\eta_1}\cosh^2\eta\,d\eta
=a\left(\eta_1+\sinh\eta_1\cosh\eta_1\right).
$$

The upper limit obeys $\sinh\eta_1=1/\sqrt a$, and hence $\cosh\eta_1=\sqrt{1+a}/\sqrt a$. The result is

$$
R=\frac Uk\left[\sqrt{1+a}+a\,\operatorname{arsinh}\frac1{\sqrt a}\right].
$$

For $a\to0$ the bracket tends to one and $R\to U/k$, which is what the integral gives when $v_s$ is absent. For large $a$ the inverse hyperbolic sine is close to $1/\sqrt a$, each term is close to $\sqrt a$, and $R\approx2\sqrt{v_sU}/k$. This agrees with the integral of $\sqrt{v_sUe^{-kt}}$.

The middle of a trench of width $w$ is at distance $w/2$ from each edge. If

$$
w>2R,
$$

no edge signal ever arrives there, and within this model the middle gains $u_0/k$. If $w<2R$ the signal does arrive, and the flat formula no longer applies at late times.

In the example $U=4.778\times0.6=2.867$ nm/s and $a=0.735/2.867=0.256$. The bracket is $1.121+0.367=1.488$, so

$$
R=\frac{2.867}{0.05}(1.488)=85.3\ \text{nm},\qquad 2R\approx171\ \text{nm}.
$$

Numerical integration of the signal speed agrees with the closed formula for $R$.

### A wide and a narrow trench

The two surface equations were also solved numerically by a finite-volume method, which does not use the bump formula. The surface was level at $t=0$, with a sharp step of coverage at the trench edge, and growth was followed for 160 s. By then $kt=8$, and the flat formula gives 47.76 nm.

For a trench 500 nm wide, which exceeds $2R$, the calculated height of the middle over the field is 47.76 nm. The dilution at the edges has not affected it.

For a trench 100 nm wide, with all other inputs unchanged, the height is 42.6 nm on a grid of 1 nm and 43.2 nm on a grid of 0.5 nm. The finer result is 9.6 % below the flat formula. Refinement raised the height by about 0.6 nm. If halving the grid spacing halved the error, the limit would be about 43.7 nm. The initial step in coverage makes convergence somewhat slower than that, so the limit lies a little higher, near 44 nm. The shortfall of the model is then about 8 %.

The moderate size of this shortfall can be understood in part from the arrival time. The signal starts at 3.21 nm/s and slows, so it needs at least $50/3.21=15.6$ s to cover the 50 nm to the middle. In that time the flat top gains

$$
47.8\left(1-e^{-0.05\times15.6}\right)\approx26\ \text{nm},
$$

which is more than half of the final value. That part cannot be reduced by dilution before the signal arrives. How much of the rest survives is a matter for the full surface calculation.

### Depletion of leveller in front of the surface

The constant $k$ requires a steady leveller concentration at the surface, but leveller is consumed and must diffuse through a layer of thickness $\delta$. On a wide field with demand $J$ per unit area, steady diffusion gives a concentration drop $J\delta/D$, where $D$ is the diffusion coefficient.

The trench is taken here as isolated; in a dense array the extra demands of neighbouring trenches add up, and the depletion is larger. The extra demand $\Delta J$ above a single trench comes from a narrow strip, which is fed from the sides as well. To find its effect, consider first a line on the wall $y=0$ that consumes an amount $\Lambda$ per unit length and time. Let $\phi$ be the resulting concentration drop. It obeys Laplace's equation, vanishes at $y=\delta$, and has no normal gradient on the rest of the wall. With $\kappa_n=(n+\tfrac12)\pi/\delta$ it can be written as

$$
\phi=\sum_{n=0}^\infty A_n\cos(\kappa_ny)\,e^{-\kappa_n|x|}.
$$

By symmetry each side supplies $\Lambda/2$, concentrated at $y=0$. Projecting this supply at $x=0$ on $\cos(\kappa_ny)$, whose square integrates to $\delta/2$, gives $DA_n\kappa_n\delta/2=\Lambda/2$. Hence $A_n=\Lambda/[\pi D(n+\tfrac12)]$. On the wall, with $r=e^{-\pi|x|/2\delta}$,

$$
\phi=\frac{\Lambda}{\pi D}\sum_{n=0}^\infty\frac{2r^{2n+1}}{2n+1}
=\frac{\Lambda}{\pi D}\ln\frac{1+r}{1-r}
=\frac{\Lambda}{\pi D}\ln\coth\frac{\pi|x|}{4\delta}.
$$

Adding the lines across the strip, the drop at its centre is $\Delta J\,\ell/D$ with

$$
\ell=\frac2\pi\int_0^{w/2}\ln\coth\frac{\pi x}{4\delta}\,dx .
$$

A very wide strip must give $\ell=\delta$, the plane result, and numerical integration confirms this. For $w=500$ nm and $\delta=20$ µm, $\ell=0.895$ µm, much less than $\delta$.

Take a full accelerator coverage of $6\times10^{-10}$ mol/cm², ten sites deactivated by each leveller molecule, $D=10^{-6}$ cm²/s and a leveller concentration of $10^{-8}$ mol/cm³. These are rough inputs, and the number of sites is an assumption. The demand at coverage $\theta$ is $3\times10^{-12}\,\theta$ mol/(cm² s) at the start. The relative drop above the trench is

$$
\frac{3\times10^{-12}\left[0.1(2\times10^{-3})+0.5(0.895\times10^{-4})\right]}{10^{-6}\times10^{-8}}
\approx0.073 .
$$

Of this, 0.060 comes from the field. If $k$ is proportional to leveller concentration and these initial drops lasted throughout, then $k_b=0.927k$ and $k_f=0.940k$. The formula for unequal constants gives

$$
\frac{4.778}{0.05}\left(\frac{0.6}{0.927}-\frac{0.1}{0.940}\right)\approx52\ \text{nm},
$$

about 8 % above 47.8 nm. The demand falls as accelerator disappears, so the actual effect for these inputs is smaller than this estimate. With one site per molecule the initial demand would be ten times larger, and a constant $k$ would no longer be credible for these inputs.

Copper ions are depleted less. For $D=5\times10^{-6}$ cm²/s and a concentration of $5\times10^{-4}$ mol/cm³, the same calculation gives an initial drop of 1.5 % above the trench.

### Beside a real plating process

The example is set in the regime of copper damascene plating from an acid sulfate bath with suppressor, accelerator and leveller. The current densities, the diffusion layer and the submicrometre width are rough typical values. The coverages and $k$ are chosen; they depend strongly on the bath and should be determined for it. If plating is run at controlled current instead, the assumption of fixed overpotential fails. As the field loses accelerator, the overpotential must rise to keep the current up. Suppose that the field takes nearly all the current, that the rise multiplies $v_s$ and $g$ by a common factor, and that $k$ is unaffected. The field velocity then stays at $v_{f0}$, so the factor is $v_{f0}/(v_s+g\theta_fe^{-kt})$. With $z=e^{-kt}$ again,

$$
h_\infty-h_0=\frac{u_0v_{f0}}{k}\int_0^1\frac{dz}{v_s+g\theta_fz}
=\frac{u_0}{k}\,\frac{v_{f0}}{g\theta_f}\ln\frac{v_{f0}}{v_s}.
$$

For $\theta_f\to0$ the correction factor tends to one, since the field then has no accelerator to lose. In the example it is $(1.213/0.478)\ln(1.213/0.735)=1.27$, and the bump becomes about 61 nm instead of 48 nm.

Among the alternatives worked out here that start from the same $u_0$, the largest change came from the deactivation law: 64 % when loss follows thickness instead of time, with the initial loss rates matched above the trench. That ranking belongs to this example: by the formula $u_0/(mk)$, a velocity law with $m=1/2$ would double the bump at the same $u_0$. Both the decay law and the dependence of velocity on coverage should therefore be established before $u_0/k$ is used for a real bath. To examine the decay, one can follow the growth velocity of a flat, accelerated surface at fixed overpotential after leveller is added. Under the assumptions of the main result, its excess over $v_s$ falls as a single exponential, and the slope of its logarithm against time is $-k$. A steady leveller concentration is harder to keep in this test than above an isolated trench, because a wide accelerated surface is fed only across the whole diffusion layer. With the rough inputs used above, steady diffusion gives a surface concentration of $1/(1+0.6\,\theta)$ times the bulk value. At $\theta=0.6$ the early slope is then about a quarter smaller than $k$, and it approaches $-k$ only as the coverage falls. The test therefore needs a low coverage or a thin diffusion layer, or else a correction for depletion. A single exponential does not by itself show that the velocity is linear in coverage: for $v=v_s+g\theta^m$ the excess is also a single exponential, but the slope is $-mk$. The dependence on coverage therefore needs a separate measurement if $k$ itself is wanted.

The formula also says that doubling $k$ halves the height gained after filling, provided that $u_0$ is held fixed. That proviso is a real restriction if leveller is present during filling, because it then also changes the coverage with which the bump begins. The inputs and the main results of the example are collected in the numerical output; the estimates for unequal rate constants and for controlled current were worked out by hand above.

## Calculated quantities

```
INPUTS (rough typical values)
copper molar mass 63.546 g/mol, density 8.96 g/cm3
suppressed current density 2.0 mA/cm2
accelerated current density 15.0 mA/cm2
coverage: above trench 0.60, field 0.10
deactivation rate constant k 0.050 1/s
trench width 500 nm, narrow case 100 nm
MAIN RESULT
suppressed velocity v_s 0.7351 nm/s
accelerated velocity v_a 5.5129 nm/s
velocity slope g 4.7778 nm/s
initial velocity above trench 3.6018 nm/s
initial field velocity 1.2128 nm/s
initial excess velocity u0 2.3889 nm/s
decay time 1/k 20.0 s
final extra bump u0/k 47.78 nm = 0.0478 um
same from numerical integration 47.78 nm
bump after 30 s: 37.12 nm
time to 95 percent of final bump 59.9 s
CHANGED ASSUMPTIONS
re-adsorption constant 0.0020 1/s
bump with re-adsorption 45.94 nm
change from re-adsorption -3.8 percent
quadratic velocity law: initial excess 1.6722 nm/s
quadratic velocity law: bump 16.72 nm
deactivation per thickness q 0.01388 1/nm
bump for deactivation per thickness 78.41 nm
change for that law 64.1 percent
EDGE DILUTION
initial edge-signal speed 3.213 nm/s
total inward reach R 85.3 nm, limiting width 170.6 nm
surface calculation ends at 160 s
wide trench, surface calculation 47.76 nm
flat formula at that time 47.76 nm
narrow trench, 1.0 nm grid 42.60 nm
narrow trench, 0.5 nm grid 43.17 nm
narrow shortfall 9.6 percent
DIFFUSION-LAYER DEPLETION (rough inputs)
layer thickness 20 um
accelerator site density 6.0e-10 mol/cm2
sites deactivated per leveller molecule 10
leveller: D 1.0e-06 cm2/s, C 1.0e-08 mol/cm3
copper ion: D 5.0e-06 cm2/s, C 5.0e-04 mol/cm3
strip depletion length 0.895 um
initial leveller depletion 7.3 percent
initial copper-ion depletion 1.5 percent
```
